# Tip Deflection of a Cantilever with Uniform Curvature

## Problem

A thin cantilever of length $L=200$ µm is clamped at one end, where its slope is zero. A stressed film on its surface bends it to the same curvature $\kappa=100\ \mathrm{m^{-1}}$ at every point.

(a) Find the deflection of the free tip in the small-slope limit.

(b) Find the deflection without assuming a small slope, and the error made in (a).

(c) The beam is titanium, 20 µm wide and 2 µm thick, with 100 nm of silver on it. Estimate how far the tip is moved by the clamp, which holds the root flat across its width, by the weight of the beam and by thermal motion at 300 K.

Let $s$ be the distance from the clamp measured along the beam, $x$ the distance along the clamp's direction, $y$ the deflection towards the concave side, and $\theta$ the angle between the beam and the $x$ axis. The length $L$ is measured along the beam.

## Hints

1. Curvature is the rate at which the direction of the beam turns: $\kappa=d\theta/ds$.
2. If $\theta$ is small, what do $dy/dx$ and $d^2y/dx^2$ become? Two conditions at the clamp fix both constants of integration.
3. For (b), use $dy=\sin\theta\,ds$. To bound the error, start from $\cos t\le 1$ and integrate repeatedly.
4. For (c), cut the beam at any section. What bending moment can the piece beyond the cut exert if nothing touches it?

## Solution

### (a) Small slope

The curvature is constant and the beam leaves the clamp with $\theta(0)=0$, so

$$\frac{d\theta}{ds}=\kappa\quad\Rightarrow\quad \theta(s)=\kappa s .$$

The largest angle is at the tip:

$$\varphi=\kappa L=(100\ \mathrm{m^{-1}})(2\times10^{-4}\ \mathrm{m})=0.02\ \mathrm{rad}.$$

This is much less than one, so $dy/dx=\tan\theta\approx\theta$, and distance along the beam may be replaced by distance along $x$. Then

$$\frac{d^2y}{dx^2}=\kappa .$$

One integration gives $dy/dx=\kappa x+C_1$, and zero slope at the clamp makes $C_1=0$. A second gives $y=\kappa x^2/2+C_2$, and zero deflection at the clamp makes $C_2=0$. At the tip

$$\delta_0=\frac{\kappa L^2}{2}=\frac{(100\ \mathrm{m^{-1}})(2\times10^{-4}\ \mathrm{m})^2}{2}=2\times10^{-6}\ \mathrm{m}=2\ \text{µm}.$$

The factor $1/2$ has a direct meaning. The slope grows evenly from $0$ to $\kappa L$, so its mean is $\kappa L/2$, and the deflection is this mean slope times $L$.

No elastic constant appears. Once the curvature is given, the question is one of geometry. Stiffness matters when one asks what causes the curvature or what disturbs it.

### (b) The full arc

A curve of constant curvature is an arc of a circle, here of radius $1/\kappa=10$ mm. With $\theta=\kappa s$,

$$\delta=\int_0^L\sin(\kappa s)\,ds=\left[-\frac{\cos\kappa s}{\kappa}\right]_0^L=\frac{1-\cos\varphi}{\kappa}.$$

To compare this with $\delta_0$, take $t\ge0$ and integrate from $0$ to $t$ at each stage:

$$\cos t\le1\ \Rightarrow\ \sin t\le t\ \Rightarrow\ 1-\cos t\le\frac{t^2}{2}.$$

The last inequality says $\cos t\ge1-t^2/2$. Two more integrations give

$$\sin t\ge t-\frac{t^3}{6}\ \Rightarrow\ 1-\cos t\ge\frac{t^2}{2}-\frac{t^4}{24}.$$

Set $t=\varphi$ and divide by $\kappa\delta_0=\varphi^2/2$:

$$1-\frac{\varphi^2}{12}\le\frac{\delta}{\delta_0}\le1 .$$

The small-slope result is therefore slightly too large. Its excess, relative to $\delta_0$, is at most

$$\frac{\varphi^2}{12}=\frac{(0.02)^2}{12}=3.33\times10^{-5}.$$

For such a small angle the excess is very close to this bound. The arc gives $\delta=1.999933$ µm, which is 0.067 nm below 2 µm.

The tip also moves back towards the clamp. Its horizontal position is $\int_0^L\cos(\kappa s)\,ds=\sin\varphi/\kappa$. With $L=\varphi/\kappa$ and $\sin\varphi\approx\varphi-\varphi^3/6$, the retreat is

$$L-\frac{\sin\varphi}{\kappa}=\frac{\varphi-\sin\varphi}{\kappa}\approx\frac{\varphi^3}{6\kappa}=\frac{L\varphi^2}{6}=13.3\ \mathrm{nm}.$$

This is much larger than the error in the deflection. The retreat is $L\varphi^2/6$, while the error is $\delta_0\varphi^2/12=L\varphi^3/24$, which contains one more power of the small angle.

### (c) What else moves the tip

One formula helps with all three estimates. For a beam with small slope and local curvature $y''(x)$, clamped at $x=0$, integration by parts gives

$$\int_0^L(L-x)\,y''\,dx=\Big[(L-x)y'\Big]_0^L+\int_0^Ly'\,dx=y(L).$$

The bracket vanishes because $L-x=0$ at the tip and $y'=0$ at the clamp. Curvature near the root counts most, since it has the longest lever arm.

**The clamp.** An isotropic film with equal stress in both directions bends a free isotropic plate slightly, and equally along and across its length. The clamp holds the root flat across its width, so the transverse curvature $\kappa_y$ must rise from zero at the root to $\kappa$ further out.

Let $D$ be the bending stiffness of the plate per unit width and $\nu$ its Poisson ratio. The elastic bending moment per width is $D(\kappa_x+\nu\kappa_y)$. The film supplies an opposing moment. In the free state, where $\kappa_x=\kappa_y=\kappa$, the two cancel, so the film's moment is $D(1+\nu)\kappa$.

Now cut the beam at any $x$. Apart from its weight, treated below, the piece beyond the cut carries no load, so the total moment across the cut is zero. With angle brackets for the average over the width,

$$\langle\kappa_x\rangle+\nu\langle\kappa_y\rangle=(1+\nu)\kappa
\quad\Rightarrow\quad
\langle\kappa_x\rangle=\kappa+\nu\left(\kappa-\langle\kappa_y\rangle\right).$$

At the root $\kappa_y=0$, and the average curvature along the beam is $(1+\nu)\kappa$, larger than $\kappa$. The lever-arm formula gives the width-averaged tip deflection:

$$\langle y(L)\rangle=\frac{\kappa L^2}{2}+\nu\int_0^L(L-x)\left(\kappa-\langle\kappa_y\rangle\right)dx .$$

How quickly $\kappa_y$ recovers has to be computed. Minimizing the elastic energy of the plate, with $\nu=0.32$ for titanium and a polynomial basis of 28 functions along the beam and 5 across it, puts the centre line of the tip 49 nm higher than $\delta_0$, or 2.4 percent of $\delta_0$. A smaller basis, with 18 functions along the beam and 3 across it, changes the result by 0.84 nm, so the shift is settled to about a nanometre within this plate model. The width average lies $\kappa w^2/24=1.7$ nm above the centre line for a width $w=20$ µm, at about 50 nm or 2.5 percent of $\delta_0$. The model treats the plate as thin, yet here the thickness is a tenth of the width. A plate theory that allows shear through the thickness (Mindlin, shear factor 5/6) lowers the centre-line shift to about 42 nm, so the shift of the real beam is known only to several nanometres.

**Weight.** Let $q$ be the weight per length, $E$ Young's modulus and $I=wh_s^3/12$ for width $w$ and titanium thickness $h_s$. The thin film's stiffness, which would raise $EI$ by about 12 percent, is left out here and in the thermal estimate below, but its weight is included. At $x$ the part beyond has weight $q(L-x)$ acting at a mean distance $(L-x)/2$, so $EIy''=q(L-x)^2/2$ in size, and

$$y_{\rm sag}=\frac{q}{2EI}\int_0^L(L-x)^3dx=\frac{qL^4}{8EI}=0.27\ \mathrm{nm}.$$

This uses $E=110$ GPa and densities of 4500 and 10500 kg/m³ for titanium and silver. For a horizontal beam the sag adds to the deflection if the concave side faces down and subtracts if it faces up.

**Thermal motion.** A force $P$ at the tip gives $EIy''=P(L-x)$, hence $y(L)=PL^3/(3EI)$. The tip stiffness is

$$k=\frac{3EI}{L^3}=0.550\ \mathrm{N/m}.$$

If the tip is held at a displacement $u$ from its rest position while the rest of the beam relaxes, the energy is $ku^2/2$. In classical equilibrium the mean of this energy is $k_BT/2$, so

$$u_{\rm rms}=\sqrt{\frac{k_BT}{k}}=0.087\ \mathrm{nm}\quad\text{at }300\ \mathrm{K}.$$

The finite-slope error of 0.067 nm is thus smaller than the thermal motion of the tip. For this beam, replacing the parabola by the full arc gains nothing: the correction is far below the clamp shift, and below even the numerical uncertainty of about a nanometre in that shift.

**Beside a real device.** The elastic constants and densities used here are rough typical values, and both metals are treated as isotropic. Changing them leaves $\delta_0$ as it is, because $\kappa$ is given, but it does change the estimates in (c). The assumption of uniform curvature fails near the clamp: at the root the width-averaged curvature along the beam exceeds $\kappa$ by the fraction $\nu$, or 32 percent, but over so short a stretch that the tip deflection changes by only the 2 to 2.5 percent found above. A real support may also yield or be tilted. A root angle $\theta_0$ adds $\theta_0L$ to the deflection, which equals $\delta_0$ itself when $\theta_0=\kappa L/2=0.01$ rad. A tip reading alone cannot separate such a tilt from uniform curvature, whereas the full profile can: tilt gives a term linear in $x$ and uniform curvature a quadratic one. The extra curvature near the clamp also leaves a linear term further out, equivalent to a tilt of about $2.6\times10^{-4}$ rad in the thin-plate model, so it must be allowed for before the linear term is read as a tilt of the support.

## Variation 1: a longer beam

*Keep $\kappa=100\ \mathrm{m^{-1}}$. At what length does the small-slope formula exceed the true deflection by one percent of the true value?*

The condition is

$$\frac{\delta_0}{\delta}=\frac{\varphi^2/2}{1-\cos\varphi}=1.01 .$$

For small angles the left side is about $1+\varphi^2/12$, which gives $\varphi\approx\sqrt{0.12}=0.346$. Solving the full equation numerically gives $\varphi=0.345$ rad, and

$$L=\frac{\varphi}{\kappa}=\frac{0.345}{100\ \mathrm{m^{-1}}}=3.45\ \mathrm{mm}.$$

The relative error depends on $\kappa$ and $L$ through their product alone. A 200 µm beam would reach the same error at a curvature of about $1700\ \mathrm{m^{-1}}$. These are statements of geometry. For the beam of (c), that curvature would need a stress of about 1.8 GPa in the silver film, far more than silver carries elastically. At 3.45 mm, the sag of a horizontal beam, which grows as $L^4$, is about 20 µm or 3.5 percent of the deflection, larger than the one percent considered here.

At large angles the two formulas part company. The parabola keeps rising as $L^2$, whereas $(1-\cos\varphi)/\kappa$ reaches its greatest value, $2/\kappa=20$ mm, at $\varphi=\pi$. The beam is then a half circle and the tip lies one diameter from the line of the clamp. A longer beam curls back towards that line, as a rolled film does, provided its weight can be neglected. For the beam of (c), 31 mm long and clamped horizontally, it cannot: the weight bends the beam far from the half circle.

## Variation 2: the film behind the curvature

*What mismatch between the silver film and the titanium beam produces $\kappa=100\ \mathrm{m^{-1}}$, and how far does the tip move when both warm by 1 K?*

Let the detached film be shorter than the beam by a strain $\varepsilon$, equal in both directions. Suffixes $s$ and $f$ denote beam and film, and $H=h_s+h_f=2.1$ µm. Away from the clamp both curvatures equal $\kappa$, so stress and strain are related by the biaxial modulus $B=E/(1-\nu)$. With Young's moduli of 110 and 80 GPa and Poisson ratios of 0.32 and 0.37, $B_s=161.8$ GPa and $B_f=127.0$ GPa.

Attached to the beam, the film is in tension with force $F$ per width, and the beam is in compression with the same force. The mid-planes of the layers are $H/2$ apart, so the forces form a couple $FH/2$. It is balanced by the bending moments of the two layers. A layer of thickness $h$ has bending stress $B\kappa z$ at distance $z$ from its mid-plane, and its moment is

$$\int_{-h/2}^{h/2}B\kappa z^2\,dz=\frac{Bh^3}{12}\,\kappa .$$

Therefore

$$\frac{FH}{2}=\frac{B_sh_s^3+B_fh_f^3}{12}\,\kappa\quad\Rightarrow\quad F=10.27\ \mathrm{N/m}.$$

The layers must also have equal length where they meet. Measure strain from the unstressed beam. The film is on the concave side, so strain falls by $\kappa$ per unit distance towards the film. Going from each mid-plane to the interface,

$$-\frac{F}{B_sh_s}-\frac{\kappa h_s}{2}=-\varepsilon+\frac{F}{B_fh_f}+\frac{\kappa h_f}{2},$$

and hence

$$\varepsilon=\frac{F}{B_sh_s}+\frac{F}{B_fh_f}+\frac{\kappa H}{2}
=(0.32+8.09+1.05)\times10^{-4}=9.46\times10^{-4}.$$

Most of the mismatch is taken up by stretching the thin film. Its mean stress is $F/h_f=103$ MPa in tension. The titanium at the interface is under a compression of 21 MPa.

Since $F$ is proportional to $\kappa$, so is $\varepsilon$, and a relative change in one is the same relative change in the other. Take rough expansion coefficients of $19.0\times10^{-6}$ per kelvin for silver and $8.6\times10^{-6}$ for titanium. On warming by 1 K the film lengthens more than the beam, which reduces the mismatch:

$$\frac{\Delta\delta_0}{\delta_0}=\frac{\Delta\varepsilon}{\varepsilon}=-\frac{(19.0-8.6)\times10^{-6}}{9.46\times10^{-4}}=-1.10\times10^{-2}.$$

The beam flattens and the tip moves back by 22 nm. This assumes that both layers stay elastic and share one temperature. A change of 1 K thus moves the tip far more than weight or thermal motion does, and about 2 K moves it as far as the clamp effect. The clamp shift, however, is a fixed fraction of the deflection for a given beam shape and Poisson ratio, whereas the thermal shift follows the temperature. The values used here are collected in the numerical output.

## Computed values

```
GEOMETRY
length L                          200 um
curvature kappa                   100 1/m
radius of curvature               10 mm
tip angle kappa*L                 0.0200 rad
small-slope tip deflection        2.000000 um
exact-arc tip deflection          1.999933 um
small-slope minus exact           0.0667 nm
relative error (phi^2/12)         3.333e-05
retreat of tip along the beam     13.33 nm
tip angle for 1 percent excess    0.345 rad
length for 1 percent excess       3.45 mm
BEAM AND FILM (rough typical material values)
beam width, Ti thickness          20, 2 um
Ag film thickness                 100 nm
Young modulus Ti, Ag              110, 80 GPa
Poisson ratio Ti, Ag              0.32, 0.37
thermal expansion Ti, Ag          8.6, 19.0 1e-6/K
density Ti, Ag                    4500, 10500 kg/m3
biaxial modulus Ti, Ag            161.8, 127.0 GPa
film force per width              10.27 N/m
mismatch strain needed            0.0946 percent
mean film stress (tension +)      102.7 MPa
Ti stress at the interface        -21.3 MPa
NEGLECTED EFFECTS ON THE TIP
warming by 1 K                    -22.0 nm
  relative to deflection          -1.10 percent
flat clamp, centre line           49 nm
  relative to deflection          2.4 percent
  change from coarser plate basis 0.84 nm
sag under own weight              0.269 nm
tip stiffness                     0.550 N/m
temperature for thermal motion    300 K
thermal rms motion                0.087 nm
```
